# Orbital energies and total-energy differences in pseudopotential fitting: a numerical check

```python
"""
Result under test: equal Koopmans values do not imply equal ionization energies.
Two electrons move in V(r) = -2/r + A exp(-alpha r^2), Hartree atomic units.
  K  = -(occupied Hartree-Fock orbital energy), the Koopmans value
  E2 = Hartree-Fock energy of the neutral, E1 = exact energy of the one-electron ion
  I  = E1 - E2, R = <h> - E1 (relaxation energy), claim: I = K - R
  C  = correlation energy of the neutral (positive), by full CI in a finite basis
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from pyscf import gto, fci

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
CHARGE = 2.0


def make_basis(exponents_by_l):
    """Integrals over concentric Gaussians; the atom label only places the centre."""
    shells = [[l, [float(a), 1.0]] for l, exps in enumerate(exponents_by_l) for a in exps]
    mol = gto.M(atom="Be 0 0 0", charge=2, basis={"Be": shells}, verbose=0)
    exps, ang = [], []
    for shell in range(mol.nbas):
        l = mol.bas_angular(shell)
        exps += [mol.bas_exp(shell)[0]] * (2 * l + 1)
        ang += [l] * (2 * l + 1)
    exps, ang = np.array(exps), np.array(ang)
    return {"S": mol.intor("int1e_ovlp"), "T": mol.intor("int1e_kin"),
            "rinv": mol.intor("int1e_rinv"), "r2": mol.intor("int1e_r2"),
            "eri": mol.intor("int2e", aosym="s1"),
            "sum": exps[:, None] + exps[None, :], "l": ang[:, None]}


def one_electron_matrix(basis, strength, alpha):
    """Kinetic energy, Coulomb attraction and Gaussian repulsion (closed form)."""
    ratio = basis["sum"] / (basis["sum"] + alpha)
    repulsion = basis["S"] * ratio ** (basis["l"] + 1.5)
    return basis["T"] - CHARGE * basis["rinv"] + strength * repulsion


def solve_gaussian(basis, strength, alpha):
    h, S = one_electron_matrix(basis, strength, alpha), basis["S"]
    ion_energies, ion_orbitals = eigh(h, S)
    phi, ion = ion_orbitals[:, 0], ion_orbitals[:, 0]
    J = np.tensordot(basis["eri"], np.outer(phi, phi), 2)
    previous = 0.0
    for _ in range(300):
        energies, orbitals = eigh(h + J, S)
        phi = orbitals[:, 0]
        J_new = np.tensordot(basis["eri"], np.outer(phi, phi), 2)
        change = max(abs(energies[0] - previous), np.abs(J_new - J).max())
        previous = energies[0]
        J = 0.5 * (J + J_new)
        if change < 1e-10:
            break
    assert change < 1e-8, "self-consistency not reached"
    h_mean, J_mean = phi @ h @ phi, phi @ J @ phi
    E1, E2 = ion_energies[0], 2 * h_mean + J_mean
    return {"K": -energies[0], "E1": E1, "E2": E2, "I": E1 - E2, "R": h_mean - E1,
            "h_mean": h_mean, "J_mean": J_mean, "h": h, "J": J,
            "energies": energies, "orbitals": orbitals,
            "rms_neutral": np.sqrt(phi @ basis["r2"] @ phi),
            "rms_ion": np.sqrt(ion @ basis["r2"] @ ion)}


def solve_grid(strength, alpha, step, r_max=30.0):
    """Independent radial finite-difference solution; returns K, I, R."""
    r = step * np.arange(1, int(round(r_max / step)))
    V = -CHARGE / r + strength * np.exp(-alpha * r**2)
    off = np.full(r.size - 1, -0.5 / step**2)

    def lowest(potential):
        value, vector = eigh_tridiagonal(1 / step**2 + potential, off,
                                         select="i", select_range=(0, 0))
        return value[0], vector[:, 0] ** 2 / (step * np.sum(vector[:, 0] ** 2))

    def coulomb(density):
        inner = step * (np.cumsum(density) - density / 2)
        g = density / r
        return inner / r + step * (g.sum() - np.cumsum(g) + g / 2)

    E1, density = lowest(V)
    J, previous = coulomb(density), 0.0
    for _ in range(200):
        eps, density = lowest(V + J)
        J_new = coulomb(density)
        change = max(abs(eps - previous), np.abs(J_new - J).max())
        previous = eps
        J = 0.5 * (J + J_new)
        if change < 1e-8:
            break
    assert change < 1e-6, "grid self-consistency not reached"
    J_mean = step * np.sum(density * J)
    E2 = 2 * eps - J_mean
    return np.array([-eps, E1 - E2, eps - J_mean - E1])


def second_order_relaxation(state):
    """Sum over excited states of f = h + J."""
    C, e = state["orbitals"], state["energies"]
    coupling = C[:, 1:].T @ state["J"] @ C[:, 0]
    return np.sum(coupling**2 / (e[1:] - e[0]))


def curvature_relaxation(state, S, lam=0.05):
    """Minus half the second derivative of the lowest eigenvalue of f - lam*J."""
    f = state["h"] + state["J"]
    e = [eigh(f - x * state["J"], S, eigvals_only=True)[0] for x in (-lam, 0.0, lam)]
    return -(e[0] - 2 * e[1] + e[2]) / (2 * lam**2)


def correlation_energy(basis, strength, alpha):
    state = solve_gaussian(basis, strength, alpha)
    C = state["orbitals"]
    g = basis["eri"]
    for _ in range(4):
        g = np.tensordot(g, C, axes=(0, 0))
    E_ci = fci.direct_spin1.kernel(C.T @ state["h"] @ C, g, C.shape[1], (1, 1),
                                   tol=1e-9, max_cycle=200)[0]
    return state["E2"] - E_ci


s_basis = make_basis([0.02 * 2.0 ** np.arange(15)])
alpha_tight, A_tight, alpha_wide = 2.0, 15.0, 1.0
tight = solve_gaussian(s_basis, A_tight, alpha_tight)


def match(quantity):
    return brentq(lambda A: solve_gaussian(s_basis, A, alpha_wide)[quantity]
                  - tight[quantity], 0.0, A_tight, xtol=1e-11)


A_equal_K, A_equal_I = match("K"), match("I")
wide = solve_gaussian(s_basis, A_equal_K, alpha_wide)
refit = solve_gaussian(s_basis, A_equal_I, alpha_wide)
cases = [("tight", A_tight, alpha_tight, tight),
         ("wide, equal K", A_equal_K, alpha_wide, wide),
         ("wide, equal I", A_equal_I, alpha_wide, refit)]

print("model: V(r) = -2/r + A exp(-alpha r^2); energies in hartree, lengths in bohr")
grid_error = 0.0
for name, A, alpha, state in cases:
    # Frozen-ion energy difference against the orbital eigenvalue.
    assert abs(state["h_mean"] - state["E2"] - state["K"]) < 1e-7
    assert state["R"] > 0 and state["rms_ion"] < state["rms_neutral"]
    # Energies from the Gaussian basis against the extrapolated radial grid.
    grid = (4 * solve_grid(A, alpha, 0.005) - solve_grid(A, alpha, 0.01)) / 3
    error = np.abs(grid - [state["K"], state["I"], state["R"]]).max()
    assert error < 5e-5, (name, error)
    assert abs(grid[0] - grid[2] - state["I"]) < 5e-5
    grid_error = max(grid_error, error)
    # Sum over states against numerical curvature (finite step: one per cent).
    R2 = second_order_relaxation(state)
    assert abs(curvature_relaxation(state, s_basis["S"]) / R2 - 1) < 1e-2
    state["R2"] = R2
    print(f"[{name}] alpha = {alpha:.1f} bohr^-2, A = {A:.6f} hartree")
    print(f"  K = {state['K']:.6f}, R = {state['R']:.6f}, I = {state['I']:.6f} hartree")
    print(f"  E1 = {state['E1']:.6f}, E2 = {state['E2']:.6f} hartree")
    print(f"  <h> = {state['h_mean']:.6f}, <J> = {state['J_mean']:.6f} hartree")
    print(f"  second-order relaxation R2 = {R2:.6f} hartree")
    print(f"  rms radius: neutral {state['rms_neutral']:.4f}, ion {state['rms_ion']:.4f} bohr")

dR, dI = wide["R"] - tight["R"], wide["I"] - tight["I"]
dK_refit = refit["K"] - tight["K"]
assert abs(wide["K"] - tight["K"]) < 1e-7
assert abs(dR) > 1e-3 and abs(dI) > 1e-3
assert (wide["R2"] - tight["R2"]) * dR > 0
assert abs(refit["I"] - tight["I"]) < 1e-7 and abs(dK_refit) > 1e-3
print(f"largest Gaussian-grid discrepancy = {grid_error:.1e} hartree")
print(f"equal K: |difference in K| = {abs(wide['K'] - tight['K']):.1e} hartree")
print(f"equal K: R(wide) - R(tight) = {dR:.6f} hartree")
print(f"equal K: I(wide) - I(tight) = {dI:.6f} hartree = {dI * HARTREE_EV:.4f} eV")
print(f"equal I: K(wide) - K(tight) = {dK_refit:.6f} hartree = {dK_refit * HARTREE_EV:.4f} eV")

s_exp = 0.03 * 2.5 ** np.arange(9)
p_exp = 0.08 * 2.5 ** np.arange(5)
d_exp = 0.20 * 2.5 ** np.arange(3)
sp_basis, spd_basis = make_basis([s_exp, p_exp]), make_basis([s_exp, p_exp, d_exp])
C_sp = [correlation_energy(sp_basis, A, a) for _, A, a, _ in cases[:2]]
C_spd = [correlation_energy(spd_basis, A, a) for _, A, a, _ in cases[:2]]
for small, large in zip(C_sp, C_spd):
    assert 0 < small < large
dI_sp, dI_spd = dI + C_sp[1] - C_sp[0], dI + C_spd[1] - C_spd[0]
# Higher angular functions must change the difference by little.
assert abs(dI_spd - dI_sp) < 2e-3
print("full CI basis: 9 s, 5 p, 3 d Gaussian shells")
for (name, _, _, state), small, large in zip(cases[:2], C_sp, C_spd):
    print(f"[{name}] C without d = {small:.5f}, C with d = {large:.5f} hartree")
    print(f"  correlated I = K - R + C = {state['I'] + large:.5f} hartree")
print(f"correlated I(wide) - I(tight), without d = {dI_sp:.5f} hartree")
print(f"correlated I(wide) - I(tight), with d = {dI_spd:.5f} hartree"
      f" = {dI_spd * HARTREE_EV:.3f} eV")
print("every check passed")
```

Printed output:

```
model: V(r) = -2/r + A exp(-alpha r^2); energies in hartree, lengths in bohr
[tight] alpha = 2.0 bohr^-2, A = 15.000000 hartree
  K = 0.268388, R = 0.010809, I = 0.257579 hartree
  E1 = -0.574751, E2 = -0.832330 hartree
  <h> = -0.563942, <J> = 0.295553 hartree
  second-order relaxation R2 = 0.014510 hartree
  rms radius: neutral 3.3328, ion 2.8693 bohr
[wide, equal K] alpha = 1.0 bohr^-2, A = 4.083936 hartree
  K = 0.268388, R = 0.014762, I = 0.253626 hartree
  E1 = -0.592139, E2 = -0.845766 hartree
  <h> = -0.577377, <J> = 0.308989 hartree
  second-order relaxation R2 = 0.019559 hartree
  rms radius: neutral 3.2299, ion 2.6712 bohr
[wide, equal I] alpha = 1.0 bohr^-2, A = 3.906131 hartree
  K = 0.273446, R = 0.015866, I = 0.257579 hartree
  E1 = -0.606375, E2 = -0.863954 hartree
  <h> = -0.590509, <J> = 0.317063 hartree
  second-order relaxation R2 = 0.020962 hartree
  rms radius: neutral 3.1595, ion 2.5927 bohr
largest Gaussian-grid discrepancy = 1.2e-06 hartree
equal K: |difference in K| = 3.6e-15 hartree
equal K: R(wide) - R(tight) = 0.003953 hartree
equal K: I(wide) - I(tight) = -0.003953 hartree = -0.1076 eV
equal I: K(wide) - K(tight) = 0.005057 hartree = 0.1376 eV
full CI basis: 9 s, 5 p, 3 d Gaussian shells
[tight] C without d = 0.03456, C with d = 0.03533 hartree
  correlated I = K - R + C = 0.29291 hartree
[wide, equal K] C without d = 0.03131, C with d = 0.03219 hartree
  correlated I = K - R + C = 0.28581 hartree
correlated I(wide) - I(tight), without d = -0.00720 hartree
correlated I(wide) - I(tight), with d = -0.00709 hartree = -0.193 eV
every check passed
```
